\section*{Random fields and the Almeida–Thouless line of an Ising dipole glass}

\section{A small field with a large effect}

Consider polar nanoregions whose random couplings have the strength $J/k_B=250$ K. A quenched random electric field of 5 kV/cm rms gives each region a random energy of only about 30 K. In mean-field theory this field nevertheless lowers the temperature at which the simple glass state becomes unstable from 250 K to 199 K. The variance ratio is 0.015, yet the temperature falls by 20\,\%. The theorem below gives the direction of the shift, and its weak-field limit explains the size.

\section{Model and theorem}

Let $N$ dipoles $S_i=\pm1$ have the energy
\begin{equation}
H=-\sum_{i<j}J_{ij}S_iS_j-\sum_i h_iS_i .
\end{equation}
The $J_{ij}$ and $h_i$ are independent Gaussian variables of zero mean, with variances $J^2/N$ and $\Delta$. They are quenched: they do not change while the dipoles equilibrate. Temperatures are measured as energies, so $k_B=1$ and $\beta=1/T$. The symbol $E$ denotes an average over a standard normal variable $z$, and
\begin{equation}
s^2=J^2q+\Delta,\qquad x=\beta s z,\qquad t=\tanh x .
\end{equation}

\paragraph{Theorem.} The replica-symmetric state satisfies $q=E\,t^2$. It is locally stable when
\begin{equation}
\lambda=1-\beta^2J^2\,E\,\mathrm{sech}^4x>0 .
\label{at}
\end{equation}
For each $\Delta\ge0$ there is one temperature $T_{AT}(\Delta)$ above which $\lambda>0$ and below which $\lambda<0$. It equals $J$ at $\Delta=0$, decreases strictly as $\Delta$ grows at fixed $J$, and is positive for every finite $\Delta$.

Local stability means here that the eigenvalues of the replica Hessian, continued from integer replica number $n$ to $n\to0$, are positive. This continuation is the assumption of the replica method. The statements about $T_{AT}$ are then proved from the resulting equations.

\section{Lemma 1: the replica function}

For $n$ copies of the system with the same disorder, the average over one coupling is
\begin{equation}
\overline{e^{\beta J_{ij}\sum_aS_i^aS_j^a}}
=\exp\Big[\frac{\beta^2J^2}{2N}\Big(\sum_aS_i^aS_j^a\Big)^2\Big].
\end{equation}
The square equals $n+2\sum_{a<b}S_i^aS_i^bS_j^aS_j^b$. With $Y_{ab}=\sum_iS_i^aS_i^b$, the sum over $i<j$ of the last product is $(Y_{ab}^2-N)/2$. Apart from terms independent of the spins, the couplings therefore contribute $(\beta^2J^2/2N)\sum_{a<b}Y_{ab}^2$ to the exponent.

The field on site $i$ gives $\frac12\beta^2\Delta(\sum_aS_i^a)^2$, which is a constant plus $\beta^2\Delta\sum_{a<b}S_i^aS_i^b$. Each $Y_{ab}^2$ is made linear by
\begin{equation}
e^{\beta^2J^2Y^2/2N}\propto\int dq\;
e^{-N\beta^2J^2q^2/2+\beta^2J^2qY}.
\end{equation}
The sites now decouple, and the integrand is $e^{-NG}$ with
\begin{equation}
G=\frac{\beta^2J^2}{2}\sum_{a<b}q_{ab}^2
-\ln\mathrm{Tr}\,\exp\Big[\beta^2\sum_{a<b}(J^2q_{ab}+\Delta)S_aS_b\Big].
\label{G}
\end{equation}
Setting $\partial G/\partial q_{ab}=0$ gives $q_{ab}=\langle S_aS_b\rangle$, the average being taken with the exponential weight in (\ref{G}).

In the replica-symmetric state all $q_{ab}=q$. The exponent is then $\frac12\beta^2s^2[(\sum_aS_a)^2-n]$, and
\begin{equation}
e^{\beta^2s^2(\sum_aS_a)^2/2}=E\,e^{\beta sz\sum_aS_a}.
\end{equation}
At given $z$ the replicas are independent, each with mean $t$, and the weight of $z$ carries a factor $\cosh^nx$. As $n\to0$ that factor tends to one, so
\begin{equation}
q=E\,t^2,\qquad r\equiv\langle S_aS_bS_cS_d\rangle=E\,t^4
\end{equation}
for four different replicas.

\section{Lemma 2: the stability condition}

Write $K=\beta^2J^2$. The second derivative of $G$, divided by $K$, is
\begin{equation}
M_{ab,cd}=\delta_{ab,cd}-K\big(\langle S_aS_bS_cS_d\rangle
-\langle S_aS_b\rangle\langle S_cS_d\rangle\big).
\end{equation}
Since $S_a^2=1$, it has three distinct entries, for equal pairs, pairs sharing one replica, and disjoint pairs:
\begin{equation}
A=1-K(1-q^2),\quad B=-K(q-q^2),\quad C=-K(r-q^2).
\end{equation}

Take first a perturbation with $\sum_{b\ne a}\eta_{ab}=0$ for every $a$. The pairs sharing one index with $ab$ contribute
\begin{equation}
\sum_{c\ne a,b}(\eta_{ac}+\eta_{bc})=-2\eta_{ab}.
\end{equation}
The sum over all pairs is zero, so the disjoint pairs contribute $+\eta_{ab}$. The eigenvalue, called the replicon, is
\begin{align}
A-2B+C&=1-K[(1-q^2)-2(q-q^2)+(r-q^2)]\nonumber\\
&=1-K(1-2q+r).
\end{align}
Because $1-2q+r=E(1-t^2)^2=E\,\mathrm{sech}^4x$, this is $\lambda$ in (\ref{at}).

The remaining directions are the uniform one and $\eta_{ab}=u_a+u_b$ with $\sum_au_a=0$. Counting pairs for the uniform direction gives
\begin{equation}
A+2(n-2)B+\tfrac12(n-2)(n-3)C .
\end{equation}
For the other family, the pairs sharing one index give $(n-2)(u_a+u_b)-2(u_a+u_b)=(n-4)(u_a+u_b)$. The total again vanishes, so the disjoint pairs give $-(n-3)(u_a+u_b)$, and the eigenvalue is $A+(n-4)B-(n-3)C$. The three families have dimensions $n(n-3)/2$, $1$ and $n-1$, which add to the number of pairs $n(n-1)/2$.

At $n\to0$ the last two eigenvalues both become
\begin{equation}
A-4B+3C=1-K(1-4q+3r)=\lambda+2K(q-r).
\end{equation}
Since $t^4\le t^2$, we have $q\ge r$. These eigenvalues are never below $\lambda$, so condition (\ref{at}) decides stability. $\square$

\paragraph{Remark: physical meaning.} A dipole in local field $sz$ has susceptibility $\chi=\beta\,\mathrm{sech}^2x$. A small change $\delta m_i$ of one mean dipole produces $\chi_jJ_{ij}\delta m_i$ at site $j$. Signs are random, so squares add: $N$ sites with coupling variance $J^2/N$ multiply the squared disturbance by $J^2E\chi^2=1-\lambda$. At $\lambda=0$ it no longer dies out.

This picture was tested without replicas on one random sample of 3000 dipoles with $\Delta=0.25J^2$, by iterating
\begin{equation}
m_i^{k+1}=\tanh\beta\Big[h_i+\sum_jJ_{ij}m_j^k-\beta J^2(1-q)m_i^{k-1}\Big].
\end{equation}
The last term removes the reaction of a dipole on itself. At each step the mean squared difference of successive iterates was multiplied on average by 0.578 at $T=J$ and by 0.721 at $T=0.8J$. The predicted values of $1-\lambda$ are 0.580 and 0.723. Between samples of 1500 dipoles such factors scatter by 7 to 8\,\%, so the much closer agreement in this one sample is partly luck. At $T=0.3J$ the predicted factor is 1.73, and the iteration did not settle: after 45 steps the mean squared difference was still 0.69.

\section{Lemma 3: two monotonic functions}

Let $v=\beta^2s^2$, so that $x=\sqrt v\,z$, and define
\begin{equation}
Q(v)=E\,t^2,\qquad R(v)=E\,\mathrm{sech}^4x,\qquad D(v)=vR(v)-Q(v).
\end{equation}
Then $R$ decreases strictly, while $D$ increases strictly from $0$ to infinity.

\paragraph{Proof.} At fixed $z$, $dx/dv=x/(2v)$. Since $d\,\mathrm{sech}^4x/dx=-4t\,\mathrm{sech}^4x$,
\begin{equation}
R'(v)=-\frac2v\,E[x\,t\,\mathrm{sech}^4x]<0,
\label{Rp}
\end{equation}
because $x$ and $t$ have the same sign. For $Q$, use the Gaussian rule $E[z\,g(\sqrt vz)]=\sqrt v\,E[g'(x)]$, which is integration by parts. It gives
\begin{align}
Q'(v)&=\frac{1}{2\sqrt v}E\Big[z\frac{d\,t^2}{dx}\Big]
=\frac12E\Big[\frac{d^2t^2}{dx^2}\Big]\nonumber\\
&=E[\mathrm{sech}^4x-2t^2\mathrm{sech}^2x].
\end{align}
Consequently
\begin{align}
D'&=R+vR'-Q'\nonumber\\
&=2E\big[t\,\mathrm{sech}^2x\,(t-x\,\mathrm{sech}^2x)\big].
\label{Dp}
\end{align}
The bracket in parentheses is
\begin{equation}
t-x\,\mathrm{sech}^2x=\frac{\sinh2x-2x}{2\cosh^2x},
\end{equation}
which has the sign of $x$, as does $t$. The integrand is therefore positive except at $x=0$, and $D'>0$.

At $v=0$, $D=0$. For large $v$, changing the integration variable from $z$ to $x$ gives
\begin{equation}
R\simeq\frac{1}{\sqrt{2\pi v}}\int_{-\infty}^{\infty}\mathrm{sech}^4x\,dx
=\frac{4}{3\sqrt{2\pi v}},
\label{Rlarge}
\end{equation}
so $vR$ grows as $\sqrt v$, while $Q<1$. Thus $D\to\infty$. $\square$

\section{Proof of the theorem}

Let $\Delta>0$. Inserting $q=Q(v)$ into $T^2v=J^2q+\Delta$ gives
\begin{equation}
\frac{T^2}{J^2}=\frac{Q(v)}v+\frac{\Delta}{J^2v}.
\label{Tv}
\end{equation}
Here $Q/v=E[z^2(\tanh x/x)^2]$ decreases with $v$, because $\tanh x/x$ decreases with $|x|$. The right side of (\ref{Tv}) falls strictly from infinity to zero. Each temperature thus has one $v$, and hence one $q$, and $v$ rises as $T$ falls.

Multiply (\ref{Tv}) by $v$, subtract $vR$ from both sides, and use $T^2/J^2-R=(T^2/J^2)\lambda$:
\begin{equation}
\frac{\Delta}{J^2}-D(v)=v\,\frac{T^2}{J^2}\,\lambda .
\label{sign}
\end{equation}
By Lemma 3 the left side changes sign once, from positive at small $v$ (high $T$) to negative at large $v$ (low $T$). So does $\lambda$. The change occurs at
\begin{equation}
\frac{\Delta}{J^2}=D(v),\qquad \frac{T_{AT}^2}{J^2}=R(v).
\label{line}
\end{equation}
A larger $\Delta$ requires a larger $v$, which gives a smaller $R$. Explicitly,
\begin{equation}
\frac{d(T_{AT}/J)^2}{d(\Delta/J^2)}=\frac{R'(v)}{D'(v)}<0 .
\label{slope}
\end{equation}
Since $R>0$ at finite $v$, $T_{AT}$ stays positive.

For $\Delta=0$ and $T\ge J$, the solution is $q=0$, since $Q/v<1$ for $v>0$. Then $\lambda=1-J^2/T^2$, which is positive for $T>J$. For $T<J$ the solution $q=0$ has $\lambda<0$. The solution with $q>0$ obeys (\ref{sign}) with $\Delta=0$, so it also has $\lambda<0$. Hence $T_{AT}(0)=J$. $\square$

\section{Weak and strong random fields}

For small $x$,
\begin{align}
\tanh^2x&=x^2-\tfrac23x^4+\tfrac{17}{45}x^6+\dots,\nonumber\\
\mathrm{sech}^4x&=1-2x^2+\tfrac73x^4+\dots
\end{align}
With $E z^2=1$, $E z^4=3$ and $E z^6=15$,
\begin{equation}
Q=v-2v^2+\tfrac{17}3v^3+\dots,\qquad R=1-2v+7v^2+\dots
\end{equation}
The first two orders cancel in $D=vR-Q$, leaving $D=\frac43v^3+\dots$. Since $T_{AT}/J=\sqrt R=1-v+\dots$, equation (\ref{line}) gives
\begin{equation}
\frac{T_{AT}}J\simeq1-\Big(\frac{3\Delta}{4J^2}\Big)^{1/3}.
\label{weak}
\end{equation}
This cube root explains the opening numbers. The slope with respect to $\Delta$ diverges at $\Delta=0$, and in the weak-field limit the shift grows as the $2/3$ power of the rms field. At 5 kV/cm the growth is already somewhat slower.

For strong fields $q\to1$ and $v\simeq(J^2+\Delta)/T^2$. Inserting (\ref{Rlarge}) into $T^2/J^2=R$ and cancelling one factor of $T$ yields
\begin{equation}
T_{AT}\simeq\frac{4J^2}{3\sqrt{2\pi(J^2+\Delta)}} .
\label{strong}
\end{equation}
At low temperature the response comes mainly from dipoles whose local field is within about $T$ of zero, and random fields make them rarer.

\section{Where the law fails: polar states}

Suppose the couplings have mean $J_0/N$ and the state has polarization $m=E\tanh x$, with $x=\beta(J_0m+sz)$. Fluctuations of the replica polarizations do not mix with the replicon: their coupling to $\eta_{ab}$ depends only on whether a replica belongs to the pair, and both sums of $\eta$ vanish. Condition (\ref{at}) therefore survives with the new $x$. At low temperature the density of zero local fields gives
\begin{equation}
T_{AT}\simeq\frac{4J^2}{3\sqrt{2\pi}\,s}\,
e^{-J_0^2m^2/2s^2},\qquad s^2\simeq J^2+\Delta .
\end{equation}
At fixed $m$ this increases with $s$ when $J_0m>s$: random fields then bring more dipoles close to zero local field. They also reduce $m$, which acts in the same direction. For $J_0=2J$, the full equations give $T_{AT}=0.0895J$ at $\Delta=0$ and $0.132J$ at $\Delta=0.25J^2$, while $m$ falls from 0.94 to 0.89. The theorem thus needs an unpolarized state.

\section{Example in relaxor units}

Take regions of diameter 2 nm, volume 4.19 nm$^3$ and polarization 20 $\mu$C/cm$^2$. The dipole is $p=0.20\times4.19\times10^{-27}=8.38\times10^{-28}$ C\,m. For a random field of 5 kV/cm rms,
\begin{equation}
\frac{pE_{\rm rms}}{k_B}=30.3\ {\rm K},\qquad
\frac{\Delta}{J^2}=\Big(\frac{30.3}{250}\Big)^2=0.0147 .
\end{equation}
The solution of (\ref{line}) is $v=0.397$, with $R=0.635$ and $q=0.237$. As a check, $vR-q=0.252-0.237=0.015$. Hence $T_{AT}=250\sqrt{0.635}=199$ K. The weak-field formula (\ref{weak}) gives 194 K, 2.5\,\% below the full solution. The slope is $-6.1$ K per kV/cm at this point.

With $J$ and $p$ held fixed, the instability lies at 221, 174, 140 and 87 K for 2, 10, 20 and 50 kV/cm. At 50 kV/cm, where $\Delta/J^2=1.47$, formula (\ref{strong}) gives 85 K, so the strong-field form is already close.

\paragraph{Comparison with a real relaxor.} The dipoles of lead magnesium niobate freeze at roughly 220 K. Both the coupling and the random field acting on a whole region are assumed here, not measured, so the nearness of 199 K to that value is no confirmation. The field is especially uncertain: for Mg and Nb ions placed at random, a point-charge estimate with a background permittivity of 250 gives about 700 kV/cm rms for each Cartesian component of the field averaged over a 2 nm region (about 1200 kV/cm for its magnitude). The example with 5 kV/cm therefore illustrates weak disorder and is not a model of this material. The model omits several effects:
\begin{itemize}
\item \emph{Dipole directions.} Let the dipoles be unit vectors along the eight cube diagonals, coupled by $-J_{ij}\,\mathbf S_i\cdot\mathbf S_j$. Each component has mean square 1/3, so its zero-field susceptibility is $\beta/3$ and the instability condition $J^2(\beta/3)^2=1$ gives $T=J/3$. With $J$ unchanged, this lowers the zero-field instability from 250 to 83 K, the largest temperature shift in this list. The $J$ used above must therefore be read as an effective Ising coupling, and the 30.3 K as an effective Ising field energy. For diagonal dipoles in a random field of 5 kV/cm rms along each cube axis, the field energy per component is smaller by $\sqrt3$; at an effective coupling of 250 K the instability then lies at 214 K instead of 199 K.
\item \emph{Few neighbours.} For dipolar couplings $g$ on a simple cubic lattice, with all dipoles along one cube axis, $(\sum g^2)^2/\sum g^4$ gives 4.94 effective neighbours. With all dipoles along a cube diagonal the same ratio is about 22. On a tree with $\zeta$ neighbours and couplings $\pm J/\sqrt\zeta$, a squared disturbance survives when $(\zeta-1)\tanh^2(\beta J/\sqrt\zeta)=1$. At zero field this gives 203 K for the cube axis and about 240 K for the diagonal, instead of 250 K, so the size of this correction depends strongly on the dipole directions. These values are rough. If the tree keeps the actual magnitudes $|g_k|$, scaled so that $\sum_k g_k^2=J^2$, the condition becomes $\sum_k t_k^2/(1+t_k^2)=1$ with $t_k=\tanh\beta g_k$, and the cube-axis value rises to about 210 K. The random signs are also an assumption, since dipolar couplings on a regular lattice have fixed signs. Whether a sharp line in a random field survives in three dimensions is not settled by mean-field theory.
\item \emph{Unequal regions.} Take equal numbers of dipoles with 0.8 and 1.2 times the nominal moment. If each coupling scales with the product of the two moments and each field energy with the moment, $T_{AT}$ rises from 199 to 222 K. Part of this comes from a larger rms coupling; with that held at $J$, the result is 212 K.
\item \emph{Mean coupling.} Linearizing $m=E\tanh x$ gives $1=\beta J_0(1-q)$. At $T_{AT}$ the unpolarized state is lost when $J_0/k_B$ exceeds $199/(1-0.237)=261$ K.
\item \emph{Slow flipping.} With an attempt time of 1 ps, a barrier above $k_BT_{AT}\ln(10^{14})=0.55$ eV makes the mean waiting time for a flip longer than 100 s. Freezing would then be set by kinetics rather than by (\ref{at}).
\end{itemize}

\section*{Computed results}
\begin{verbatim}
TESTS (reduced units, J = k_B = 1)
five-replica Hessian: largest eigenvalue error 1.7e-08
five-replica replicon eigenvalue 0.84518
iteration sample: N = 3000, Delta/J^2 = 0.25
 T/J=1.0: q=0.2846, sample q=0.2942, factor=0.5782, predicted=0.5799
 T/J=0.8: q=0.3960, sample q=0.4025, factor=0.7205, predicted=0.7230
 T/J=0.3: predicted factor 1.7303, remaining squared difference 0.6874
direct minus parametric AT line, largest 1.0e-13
 Delta/J^2= 0.001: T_AT/J=0.91226
 Delta/J^2= 0.010: T_AT/J=0.81943
 Delta/J^2= 0.100: T_AT/J=0.64910
 Delta/J^2= 1.000: T_AT/J=0.39412
 Delta/J^2=10.000: T_AT/J=0.16060
weak-field ratio (1-T_AT/J)/(3Delta/4J^2)^(1/3) at Delta/J^2=1e-06: 0.9969
strong-field ratio T_AT/asymptote at Delta/J^2=100: 1.00002
polar case J0/J=2.0, Delta/J^2=0.00: T_AT/J=0.0895, m=0.9408
polar case J0/J=2.0, Delta/J^2=0.25: T_AT/J=0.1320, m=0.8906
EXAMPLE (rough relaxor regime)
J/k_B = 250 K = 21.54 meV
region diameter 2.0 nm, spacing 3.0 nm
polarization 20 uC/cm2, volume 4.189 nm3, dipole 8.378e-28 C m
rms field 5.0 kV/cm, energy/k_B 30.34 K
Delta/J^2 = 0.01473
at T_AT: q=0.23749, v=0.39703, E sech^4=0.63527
T_AT/J = 0.79704, T_AT = 199.26 K
other n->0 eigenvalue at T_AT: 0.4006
weak-field estimate of T_AT: 194.32 K
d(T_AT/J)/d(Delta/J^2): formula -4.13115, difference -4.13115
dT_AT/dE_rms = -6.084 K per kV/cm
 E_rms= 0 kV/cm: Delta/J^2=0.00000, T_AT=250.00 K
 E_rms= 2 kV/cm: Delta/J^2=0.00236, T_AT=221.18 K
 E_rms= 5 kV/cm: Delta/J^2=0.01473, T_AT=199.26 K
 E_rms=10 kV/cm: Delta/J^2=0.05891, T_AT=174.12 K
 E_rms=20 kV/cm: Delta/J^2=0.23564, T_AT=140.48 K
 E_rms=50 kV/cm: Delta/J^2=1.47276, T_AT=87.08 K
NEGLECTED EFFECTS
dipolar lattice sum of g^2 13.354, effective neighbours 4.94
bare pair energy/k_B 16921 K, background permittivity needed for J 247
Bethe-lattice glass temperature, zero field: 202.9 K (infinite range 250 K)
eight directions, same J, zero field: 83.3 K
moments 0.8 and 1.2 of nominal: T_AT = 221.9 K
mean coupling that polarizes at T_AT: J0/k_B = 261.3 K
barrier for 100 s flip at T_AT (attempt time 1 ps): 0.554 eV
\end{verbatim}
